# Hartke's Three-Dimensional Poole-Frenkel Factor with Unreduced Backward Emission: verification in Python

```python
"""
Three-dimensional Poole-Frenkel emission from a Coulomb trap.

Result under test:
    H(gamma) = [1 + (gamma - 1) exp(gamma)] / gamma^2 + 1/2
H      emission rate divided by its zero-field value
gamma  forward barrier lowering divided by kT
Forward rays (angle below 90 degrees from the electric force on the electron)
have their barrier lowered; backward rays keep the zero-field emission.
Energies are in eV, lengths in m, fields in V/m.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import e, epsilon_0, k
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

EPS_R = 4.0
TEMPERATURE = 300.0
TRAP_DEPTH = 1.0
ATTEMPT_RATE = 1.0e13
FIELDS = (1.0e6, 1.0e7, 1.0e8)
KT = k * TEMPERATURE / e
COULOMB = e / (4 * math.pi * EPS_R * epsilon_0)


def potential(r, theta, field):
    """Electron energy relative to the zero-field band edge."""
    return -COULOMB / r - field * r * math.cos(theta)


def ray_top(theta, field):
    """Distance and energy of the maximum on a forward ray, by search."""
    found = minimize_scalar(
        lambda x: -potential(math.exp(x), theta, field),
        bounds=(math.log(1e-11), math.log(1e-4)),
        method="bounded", options={"xatol": 1e-8})
    return math.exp(found.x), -found.fun


NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def sphere_average(field):
    """Mean Boltzmann enhancement over all directions, from searched tops."""
    total = 0.0
    for x, w in zip(NODES, WEIGHTS):
        forward = math.pi / 4 * (1 + x)
        backward = forward + math.pi / 2
        lowering = -ray_top(forward, field)[1]
        total += w * math.sin(forward) * math.exp(lowering / KT)
        total += w * math.sin(backward)
    return 0.5 * total * math.pi / 4


def forward_lowering(field, eps_r=EPS_R):
    return math.sqrt(e * field / (math.pi * eps_r * epsilon_0))


def enhancement(g):
    return (1 + (g - 1) * np.exp(g)) / g**2 + 0.5


def log_slope(g):
    derivative = ((g**2 - 2 * g + 2) * np.exp(g) - 2) / g**3
    return derivative / enhancement(g)


def scaled_cone(theta_max, g):
    """Forward emission inside theta_max, divided by exp(g)."""
    def integrand(t):
        root = math.sqrt(max(math.cos(t), 0.0))
        return 0.5 * math.sin(t) * math.exp(g * (root - 1))
    return quad(integrand, 0, theta_max, epsabs=1e-13, epsrel=1e-10,
                limit=200)[0]


def median_angle(g):
    half = 0.5 * scaled_cone(math.pi / 2, g)
    return brentq(lambda t: scaled_cone(t, g) - half, 1e-6, math.pi / 2)


# Position and height of the barrier on forward rays.
for field in FIELDS:
    for degrees in (0, 30, 60, 85):
        angle = math.radians(degrees)
        r_top, u_top = ray_top(angle, field)
        r_formula = math.sqrt(COULOMB / (field * math.cos(angle)))
        u_formula = -forward_lowering(field) * math.sqrt(math.cos(angle))
        assert abs(r_top / r_formula - 1) < 1e-5
        assert abs(u_top / u_formula - 1) < 1e-8

# Backward rays have no maximum and climb above the zero-field edge.
radii = np.geomspace(1e-10, 1e-5, 2000)
for degrees in (95, 120, 180):
    energies = np.array([potential(r, math.radians(degrees), 1e7)
                         for r in radii])
    assert np.all(np.diff(energies) > 0) and energies[-1] > 0

# An oblique ray maximum is not a saddle: a transverse gradient remains.
angle, step = math.radians(60), 1e-4
r_top, _ = ray_top(angle, 1e7)
transverse = (potential(r_top, angle + step, 1e7)
              - potential(r_top, angle - step, 1e7)) / (2 * step * r_top)
assert abs(transverse / (1e7 * math.sin(angle)) - 1) < 1e-6

# Closed form and logarithmic slope against the searched sphere average.
averages, slopes = {}, {}
for field in FIELDS:
    gamma = forward_lowering(field) / KT
    averages[field] = sphere_average(field)
    assert abs(averages[field] / enhancement(gamma) - 1) < 2e-5
    h = 0.01
    upper = math.log(sphere_average(field * (1 + h)**2))
    lower = math.log(sphere_average(field * (1 - h)**2))
    slope_root_field = (upper - lower) / (2 * h * math.sqrt(field))
    slopes[field] = slope_root_field * math.sqrt(field) / gamma
    assert abs(slopes[field] - log_slope(gamma)) < 1e-3
    # A one-dimensional reading of this slope yields the apparent permittivity.
    eps_apparent = EPS_R / log_slope(gamma)**2
    slope_1d = forward_lowering(1.0, eps_apparent) / KT
    assert abs(slope_1d / slope_root_field - 1) < 3e-3

# Weak-field coefficients of the closed form.
g = sp.symbols("g")
expansion = sp.series((1 + (g - 1) * sp.exp(g)) / g**2, g, 0, 6).removeO()
for n in range(6):
    expected = sp.Rational(1, math.factorial(n) * (n + 2))
    assert sp.simplify(expansion.coeff(g, n) - expected) == 0

# Strong-field limit and the narrow emission cone.
strong = 60.0
assert abs(scaled_cone(math.pi / 2, strong) * strong
           / (1 - 1 / strong) - 1) < 1e-7
narrow = 400.0
assert abs(median_angle(narrow)
           / (2 * math.sqrt(math.log(2) / narrow)) - 1) < 0.01

# The slope rises steadily between one third and one.
slope_grid = log_slope(np.linspace(0.05, 60, 1200))
assert np.all(np.diff(slope_grid) > 0)
assert slope_grid[0] > 1 / 3 and slope_grid[-1] < 1
assert abs(slope_grid[0] - 1 / 3) < 0.01

assert forward_lowering(max(FIELDS)) < TRAP_DEPTH
zero_rate = ATTEMPT_RATE * math.exp(-TRAP_DEPTH / KT)
print(f"relative permittivity: {EPS_R:.1f}")
print(f"temperature: {TEMPERATURE:.0f} K")
print(f"thermal energy kT: {KT:.6f} eV")
print(f"trap depth: {TRAP_DEPTH:.1f} eV")
print(f"attempt rate: {ATTEMPT_RATE:.1e} 1/s")
print(f"zero-field emission rate: {zero_rate:.4e} 1/s")
for field in FIELDS:
    lowering = forward_lowering(field)
    gamma = lowering / KT
    factor = enhancement(gamma)
    slope = log_slope(gamma)
    cone = math.degrees(2 * math.sqrt(math.log(2) / gamma))
    print(f"--- field: {field:.1e} V/m")
    print(f"forward barrier lowering: {lowering:.5f} eV")
    print(f"forward barrier distance: {ray_top(0, field)[0]*1e9:.3f} nm")
    print(f"gamma: {gamma:.4f}")
    print(f"one-dimensional factor exp(gamma): {math.exp(gamma):.5e}")
    print(f"three-dimensional factor H, closed form: {factor:.5e}")
    print(f"H from searched barriers on sphere: {averages[field]:.5e}")
    print(f"ratio H/exp(gamma): {factor / math.exp(gamma):.5f}")
    print(f"one-dimensional rate: {zero_rate*math.exp(gamma):.4e} 1/s")
    print(f"three-dimensional rate: {zero_rate * factor:.4e} 1/s")
    print(f"backward share of emission: {50 / factor:.4g} %")
    print(f"median forward angle: {math.degrees(median_angle(gamma)):.2f} deg")
    print(f"median angle, narrow-cone estimate: {cone:.2f} deg")
    print(f"slope S, formula: {slope:.4f}")
    print(f"slope S, finite difference: {slopes[field]:.4f}")
    print(f"apparent relative permittivity: {EPS_R / slope**2:.3f}")
print("done: every assertion held")
```

Running it gives:

```
relative permittivity: 4.0
temperature: 300 K
thermal energy kT: 0.025852 eV
trap depth: 1.0 eV
attempt rate: 1.0e+13 1/s
zero-field emission rate: 1.5876e-04 1/s
--- field: 1.0e+06 V/m
forward barrier lowering: 0.03795 eV
forward barrier distance: 18.973 nm
gamma: 1.4679
one-dimensional factor exp(gamma): 4.33990e+00
three-dimensional factor H, closed form: 1.90650e+00
H from searched barriers on sphere: 1.90650e+00
ratio H/exp(gamma): 0.43930
one-dimensional rate: 6.8900e-04 1/s
three-dimensional rate: 3.0267e-04 1/s
backward share of emission: 26.23 %
median forward angle: 51.25 deg
median angle, narrow-cone estimate: 78.75 deg
slope S, formula: 0.5456
slope S, finite difference: 0.5456
apparent relative permittivity: 13.436
--- field: 1.0e+07 V/m
forward barrier lowering: 0.12000 eV
forward barrier distance: 6.000 nm
gamma: 4.6418
one-dimensional factor exp(gamma): 1.03726e+02
three-dimensional factor H, closed form: 1.80785e+01
H from searched barriers on sphere: 1.80785e+01
ratio H/exp(gamma): 0.17429
one-dimensional rate: 1.6467e-02 1/s
three-dimensional rate: 2.8701e-03 1/s
backward share of emission: 2.766 %
median forward angle: 38.54 deg
median angle, narrow-cone estimate: 44.28 deg
slope S, formula: 0.8171
slope S, finite difference: 0.8171
apparent relative permittivity: 5.991
--- field: 1.0e+08 V/m
forward barrier lowering: 0.37947 eV
forward barrier distance: 1.897 nm
gamma: 14.6785
one-dimensional factor exp(gamma): 2.37024e+06
three-dimensional factor H, closed form: 1.50477e+05
H from searched barriers on sphere: 1.50477e+05
ratio H/exp(gamma): 0.06349
one-dimensional rate: 3.7630e+02 1/s
three-dimensional rate: 2.3890e+01 1/s
backward share of emission: 0.0003323 %
median forward angle: 23.93 deg
median angle, narrow-cone estimate: 24.90 deg
slope S, formula: 0.9369
slope S, finite difference: 0.9368
apparent relative permittivity: 4.557
done: every assertion held
```
